# Early Copper Flux Through a Slab Barrier with a Perfect Sink

## 1. The early law and its range

A model barrier 10 nm thick, with rough parameters for copper in titanium nitride at 773 K, passes a copper flux of $7.8\times10^{4}$ cm$^{-2}$ s$^{-1}$ after 300 s and $1.48\times10^{7}$ cm$^{-2}$ s$^{-1}$ after 600 s. Doubling the time has multiplied the flux by 189, although temperature, thickness and source concentration were all held fixed. A power law in time would need an exponent near 7.6 to do this, and diffusion has no such power in it. The explanation is an exponential in $1/t$, which comes from the first copper to cross the slab. This half derives that exponential with its prefactor and finds how long it remains accurate.

### The problem and its conventions

The barrier fills $0<x<L$. Its source face, $x=0$, touches copper, and its exit face, $x=L$, touches a material that removes copper at once. Let $c(x,t)$ be the number of mobile copper atoms per unit volume, averaged over the plane of the barrier. The assumptions are that the barrier starts empty, that the diffusivity $D$ is the same everywhere and does not depend on $c$ or $t$, and that there is no drift, trapping or reaction. Fick's law then gives a flux $-D\,\partial c/\partial x$, counted positive towards increasing $x$. Conservation of atoms turns this into

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(x,0)=0,\qquad c(0,t)=C,\qquad c(L,t)=0 .$$

The boundary values apply for $t>0$. The wanted quantity is the outward flux at the exit,

$$J(t)=-D\left.\frac{\partial c}{\partial x}\right|_{x=L}.$$

These equations contain no Planck constant, electron charge or electron mass. The algebra therefore reads the same in atomic units as in any other consistent set.

It will be enough to find one bounded solution, because there cannot be two. Suppose there were, both smooth up to the faces for $t>0$, and call their difference $w$. It obeys the same equation, vanishes on both faces and starts from zero. Multiplying the equation by $w$ and integrating by parts gives

$$\frac{1}{2}\frac{d}{dt}\int_0^L w^2dx=D\left[w\frac{\partial w}{\partial x}\right]_0^L-D\int_0^L\left(\frac{\partial w}{\partial x}\right)^2dx .$$

The bracket is zero because $w$ vanishes on the faces, so the integral of $w^2$ cannot grow. It tends to zero as $t\to0$, since $w$ is bounded and tends to zero at every interior point. Hence $w=0$. The jump of the boundary value at the corner $x=0$, $t=0$ does no harm to this argument.

### Copper entering a half-space

First remove the exit face and let the barrier material continue to infinity. This problem has no length of its own, so the profile can depend on $x$ and $t$ through one dimensionless combination. Define

$$\ell=2\sqrt{Dt},\qquad \eta=\frac{x}{\ell},\qquad c=C f(\eta).$$

Since $\ell$ grows as $t^{1/2}$, we have $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/\ell$. The two sides of the diffusion equation become

$$\frac{\partial c}{\partial t}=-\frac{C\eta}{2t}f'(\eta),\qquad D\frac{\partial^2c}{\partial x^2}=\frac{DC}{4Dt}f''(\eta)=\frac{C}{4t}f''(\eta).$$

Equating them leaves $f''=-2\eta f'$. This is a first-order equation for $f'$, with solution $f'=Ae^{-\eta^2}$. The source condition is $f(0)=1$. The initial condition requires $f(\infty)=0$, because $\eta\to\infty$ when $t\to0$ at fixed $x>0$. With $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$ this gives $1+A\sqrt\pi/2=0$, so $A=-2/\sqrt\pi$ and

$$c_{\rm half}=C\,{\rm erfc}\!\left(\frac{x}{\ell}\right),\qquad {\rm erfc}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-u^2}du .$$

The flux through the plane $x=L$ in this unbroken material is

$$J_{\rm half}=-DC\left(-\frac{2}{\sqrt\pi}e^{-L^2/\ell^2}\right)\frac{1}{\ell}
=C\sqrt{\frac{D}{\pi t}}\;e^{-L^2/(4Dt)} .$$

The last step used $2D/\ell=\sqrt{D/t}$. The exponential is already the right one. The prefactor is half of the result sought, because nothing yet absorbs copper at $x=L$.

### The image that makes the sink

At the exit face the half-space solution has the value $C\,{\rm erfc}(L/\ell)$, where the perfect sink demands zero. The cure is to subtract the mirror image of the profile in the plane $x=L$. The reflection replaces $x$ by $2L-x$. It leaves the second derivative unchanged, so the reflected profile also solves the diffusion equation:

$$c_1=C\left[{\rm erfc}\!\left(\frac{x}{\ell}\right)-{\rm erfc}\!\left(\frac{2L-x}{\ell}\right)\right].$$

At $x=L$ the two arguments agree and $c_1=0$. The sign of the image's contribution to the flux needs care. Differentiating the image term, the inner derivative of $2L-x$ supplies one minus sign and the derivative of erfc another:

$$\frac{\partial}{\partial x}\,{\rm erfc}\!\left(\frac{2L-x}{\ell}\right)=+\frac{2}{\sqrt\pi\,\ell}\,e^{-(2L-x)^2/\ell^2}.$$

The image enters $c_1$ with a minus sign, so its slope at $x=L$ is negative and equals that of the direct term. The concentrations cancel while the slopes add. The flux is therefore twice $J_{\rm half}$:

$$J_1(t)=2C\sqrt{\frac{D}{\pi t}}\;\exp\!\left(-\frac{L^2}{4Dt}\right).$$

The doubling has a simple meaning. In unbroken material some atoms that pass $x=L$ later come back, and the net flux counts them with a minus sign. A sink allows no return. Integrating $J_1=2J_{\rm half}$ over time shows that, at this order, the sink has collected twice the amount that would lie beyond $x=L$ in the half-space. This is what symmetry leads one to expect: an atom that has reached the plane $x=L$ in unbroken material is equally likely to be found later on either side of it, as long as its return to the source face is still improbable.

### The remaining images

The function $c_1$ is not yet the solution, because the image has disturbed the source face. There $c_1=C[1-{\rm erfc}(2L/\ell)]$, which is slightly below $C$. Adding $C\,{\rm erfc}[(2L+x)/\ell]$ restores the source value but leaves $C\,{\rm erfc}(3L/\ell)$ at the exit. That in turn is removed by subtracting $C\,{\rm erfc}[(4L-x)/\ell]$. Continuing in this way gives

$$c=C\sum_{m=0}^{\infty}\left[{\rm erfc}\!\left(\frac{2mL+x}{\ell}\right)-{\rm erfc}\!\left(\frac{2(m+1)L-x}{\ell}\right)\right].$$

Every requirement can be confirmed on this sum.

- At $x=L$ both arguments in the bracket equal $(2m+1)L/\ell$, so each bracket vanishes.
- At $x=0$ the sum telescopes. Its first term is ${\rm erfc}(0)=1$, all later ones cancel in pairs, and $c=C$.
- For $0<x<L$ every argument tends to infinity as $t\to0$, so $c\to0$. The bound ${\rm erfc}(z)\le e^{-z^2}$ for $z\ge0$ lets the limit be taken under the sum.
- For $0\le x\le L$ the arguments increase in the order $x$, $2L-x$, $2L+x$, $4L-x$ and so on. The terms thus alternate in sign and do not grow in size, which gives $0\le c\le C$.

Over any closed interval of positive times the terms and their derivatives fall off as Gaussians in $m$, up to powers of $m$. The series may then be differentiated term by term. It solves the diffusion equation and, being bounded, is the one solution.

At the exit the two members of bracket $m$ contribute equal fluxes, by the same sign count as before, with $L$ replaced by $(2m+1)L$ in the exponent. Hence

$$J(t)=2C\sqrt{\frac{D}{\pi t}}\sum_{m=0}^{\infty}\exp\!\left[-\frac{(2m+1)^2L^2}{4Dt}\right].$$

The early law $J_1$ is the term $m=0$, made by the direct profile and its first image. The next term has travelled three thicknesses, and so has nine times the exponent.

### How large is the error?

Divide the sum by its first term. The exponent of term $m$ relative to the first contains $(2m+1)^2-1=4m(m+1)$. With

$$r=\exp\!\left(-\frac{2L^2}{Dt}\right)$$

the relative shortfall of the early law is

$$\frac{J}{J_1}-1=\sum_{m=1}^{\infty}r^{m(m+1)/2}=r+r^3+r^6+\dots$$

All terms are positive, so $J_1$ lies below the full flux, and the shortfall relative to $J_1$ exceeds $r$. For an upper bound, note that

$$\frac{m(m+1)}{2}-(2m-1)=\frac{(m-1)(m-2)}{2}\ge0 .$$

Since $r<1$, each term is at most $r^{2m-1}$, with strict inequality from $m=3$ on. Summing the geometric series gives

$$r<\frac{J}{J_1}-1<\frac{r}{1-r^2}.$$

A shortfall of 1% means $r\approx0.01$, or $Dt/L^2=2/\ln100=0.434$. This is a generous range. The flux at that time is already close to its steady value, so the label "early" describes the way the law is derived better than it describes where it stops working.

### Growth, maximum and failure at late times

Two equivalent measures of time are useful,

$$\tau=\frac{Dt}{L^2},\qquad \Lambda=\frac{L^2}{4Dt}=\frac{1}{4\tau}.$$

Since $\ln J_1=\text{constant}-\frac12\ln t-\Lambda$ and $\Lambda$ is inversely proportional to $t$,

$$\frac{d\ln J_1}{d\ln t}=\Lambda-\frac12 .$$

The local power of time is large when $\Lambda$ is large. This explains the opening numbers. At 600 s the example has $\Lambda=5.591$, and at 300 s it has twice that. The ratio of the two fluxes is therefore $e^{5.591}/\sqrt2=189$. The next doubling, from 600 s to 1200 s, gives a factor of $e^{2.795}/\sqrt2=11.6$.

The slope vanishes at $\Lambda=1/2$, that is $\tau=1/2$. To express the height there, divide by the steady flux $DC/L$, which belongs to the linear profile $C(1-x/L)$:

$$\frac{J_1}{DC/L}=\frac{2}{\sqrt{\pi\tau}}\,e^{-1/(4\tau)}=4\sqrt{\frac{\Lambda}{\pi}}\;e^{-\Lambda}.$$

At $\Lambda=1/2$ this equals $\sqrt{8/(\pi e)}=0.968$. Beyond this point $J_1$ falls, and it approaches a $t^{-1/2}$ decline as $\Lambda\to0$. The fall is an artefact of keeping one term. In the full sum the points $u=2m+1$ have spacing 2, and for large $\tau$ the sum becomes an integral:

$$\sum_{m=0}^{\infty}e^{-(2m+1)^2/(4\tau)}\;\to\;\frac12\int_0^\infty e^{-u^2/(4\tau)}du=\frac{\sqrt{\pi\tau}}{2}.$$

Multiplied by $2/\sqrt{\pi\tau}$ this gives 1, so the full flux tends to $DC/L$. At the maximum of the early law $r=e^{-4}$, so the full flux is already 1.8% above it. The gap widens from there on, and the sum is then needed.

## 2. Numbers, sensitivities and neglected effects

The symbols carried over are the thickness $L$, the diffusivity $D$, the source concentration $C$ and the time $t$, with $\tau=Dt/L^2$ and $\Lambda=1/(4\tau)$. For an initially empty slab with a constant source and a perfect sink, the early outward flux is

$$J_1=2C\sqrt{\frac{D}{\pi t}}\;e^{-\Lambda}.$$

The full flux $J$ is this times $1+r+r^3+r^6+\dots$, with $r=e^{-2/\tau}$. The steady flux is $DC/L$.

### The worked example

Take $L=10$ nm, $T=773$ K, $C=10^{19}$ cm$^{-3}$ and $t=600$ s. The diffusivity follows $D=D_0e^{-E/kT}$ with $D_0=10^{-7}$ cm$^2$/s and $E=1.40$ eV. These are illustrative values for copper moving along defects in TiN, not data for a particular film. Three or four figures are kept below so that the arithmetic can be followed; the inputs do not justify them as predictions.

With $kT=0.06661$ eV the diffusivity is $D=7.453\times10^{-17}$ cm$^2$/s. The diffusion time is $L^2/D=1.342\times10^4$ s, about 3.7 hours. The anneal therefore has $\tau=600/13417=0.0447$ and $\Lambda=5.591$. The prefactor $2C\sqrt{D/(\pi t)}$ is $3.977\times10^{9}$ cm$^{-2}$ s$^{-1}$, and

$$J_1=3.977\times10^{9}\,e^{-5.591}=1.48\times10^{7}\ {\rm cm^{-2}\,s^{-1}}.$$

This is $1.48\times10^{-9}$ Å$^{-2}$ s$^{-1}$, or 2.0% of the steady flux of $7.45\times10^{8}$ cm$^{-2}$ s$^{-1}$. The next image adds a fraction $r=4\times10^{-20}$, which is negligible beside every other uncertainty.

At later times the two forms separate. Fluxes are in $10^8$ cm$^{-2}$ s$^{-1}$:

| $t$ (s) | $\tau$ | $J_1$ | $J$ |
|---:|---:|---:|---:|
| 1200 | 0.089 | 1.72 | 1.72 |
| 2400 | 0.179 | 4.92 | 4.92 |
| 4800 | 0.358 | 6.99 | 7.02 |
| 9600 | 0.716 | 7.01 | 7.44 |
| 19200 | 1.431 | 5.90 | 7.45 |

The shortfall reaches 1% at 5827 s. The last row shows the false decline of the single term.

For an implementation that must cover all times, the sum can be cut after $M\geq1$ terms with a known error. The first omitted term is $r^{M(M+1)/2}$ relative to $J_1$, and from there on each exponent rises by at least $M+1$. The omitted part, relative to $J_1$, is thus below

$$\frac{r^{M(M+1)/2}}{1-r^{M+1}} .$$

In the last row $r=0.247$, and three terms leave less than $2.3\times10^{-4}$. At very early times the exponential may underflow, and it is then safer to store $\ln J_1$.

### Total copper released

The amount that has left per unit area is the time integral of the flux. Under the early law it is

$$R(t)=4C\sqrt{Dt}\;{\rm ierfc}(z),\qquad z=\sqrt\Lambda=\frac{L}{2\sqrt{Dt}},$$

$${\rm ierfc}(z)=\frac{e^{-z^2}}{\sqrt\pi}-z\,{\rm erfc}(z).$$

Differentiation confirms this. In the derivative of ierfc the two Gaussian terms cancel, leaving ${\rm ierfc}'(z)=-{\rm erfc}(z)$. Also $dz/dt=-z/(2t)$. Therefore

$$\frac{dR}{dt}=2C\sqrt{\frac Dt}\left[{\rm ierfc}(z)+z\,{\rm erfc}(z)\right]=2C\sqrt{\frac Dt}\,\frac{e^{-z^2}}{\sqrt\pi}=J_1 ,$$

and $R\to0$ as $t\to0$, as it should.

In the example $\sqrt{Dt}=2.11$ nm and $z=2.364$, so that ${\rm ierfc}(z)=1.52\times10^{-4}$ and $R=1.29\times10^{9}$ cm$^{-2}$, or $1.29\times10^{-7}$ Å$^{-2}$. The product $J_1t$ would be $8.9\times10^{9}$ cm$^{-2}$, about seven times too much, because most of the release comes near the end of the anneal. The two parts of ierfc nearly cancel when $z$ is large, so a program should evaluate them in full precision.

### Time to a given flux

A failure criterion is often a flux or a fraction of one. Let the criterion be $J_1=\varphi\,DC/L$. From the reduced form $4\sqrt{\Lambda/\pi}\,e^{-\Lambda}=\varphi$, taking logarithms gives

$$\Lambda=A+\frac12\ln\Lambda,\qquad A=\ln\frac{4}{\varphi\sqrt\pi}.$$

For $\varphi\le0.83$ we have $A\ge1$. Starting from $\Lambda=A$ and inserting each value on the right then gives a sequence that does not decrease. At $\Lambda=A$ the right side is not below the left, so $A$ lies between the two roots or, for $A=1$, on the larger one. The sequence cannot pass the larger root, because the right side is an increasing function of $\Lambda$, so it converges to that root. The larger root is the early one, on the rising side of the maximum.

For $\varphi=0.01$ the sequence is 5.419, 6.264, 6.337, 6.342, and it settles at 6.343. This is $\tau=0.0394$, or $t=529$ s. At fixed $D$ and fixed $\varphi$ the time scales as $L^2$, so a barrier of half the thickness reaches 1% of its own steady flux in a quarter of the time. That steady flux is itself twice as large.

### Temperature and thickness

At fixed $t$, $L$ and $C$, the diffusivity enters $\ln J_1$ as $\frac12\ln D-L^2/(4Dt)$. Hence

$$\frac{\partial\ln J_1}{\partial\ln D}=\frac12+\Lambda,\qquad E_{\rm app}=E\left(\frac12+\Lambda\right).$$

The second relation follows because $\ln D$ changes by $E$ per unit change of $-1/kT$. Here $E_{\rm app}$ is the local slope of an Arrhenius plot of flux at fixed time. The plot is curved, because $\Lambda$ changes with temperature. The example gives $1.40\times6.091=8.5$ eV. No atom meets a barrier of that height. The slope is large because warming also brings the front forward in its exponential tail. In the steady state the slope returns to $E$. If $C$ is itself thermally activated, its energy is added in both cases.

A rise of 10 K multiplies $D$ by 1.308. The exponent falls from 5.591 to 4.275, and the flux grows by $\sqrt{1.308}\,e^{1.316}=4.3$. In the steady state the same 10 K would raise the flux by a factor of only 1.3.

The prefactor of $J_1$ does not contain $L$, so thickness acts through $\Lambda\propto L^2$. A barrier 1 nm thinner, at the same time and temperature, has $\Lambda=0.81\times5.591=4.528$, and its flux is larger by $e^{1.062}=2.9$. This applies to a thin region much wider than the barrier is thick. If the thinning is a narrow bump on the source face, copper spreads sideways from it. The flux directly opposite the bump then rises by less than this factor. The total extra flux, collected over a wider part of the exit face, can nevertheless exceed the one-dimensional estimate for the bump's own area, because the sides of the bump also supply copper.

### Atomic hops and a finite exit rate

Near the exit the Gaussian factor $e^{-x^2/(4Dt)}$ falls by a factor $e$ over roughly the distance

$$\frac1\kappa=\frac{2Dt}{L}=0.89\ {\rm nm}.$$

If the 10 nm are crossed in 33 hops, the hop length is $a=0.303$ nm, and the front is about three hops long. A continuous medium is then an approximation that needs a check.

Let atoms hop to either neighbouring plane at rate $D/a^2$. A profile $e^{-\kappa x+\sigma t}$ satisfies the hopping equations if

$$\sigma=\frac{2D}{a^2}(\cosh\kappa a-1)=D\kappa^2\left(1+\frac{\kappa^2a^2}{12}+\dots\right).$$

The solution is a superposition of such profiles, dominated at large $\Lambda$ by the value of $\kappa$ that makes $-\kappa L+\sigma t$ stationary. In the continuum this is $\kappa=L/(2Dt)$, and the exponent is $-\Lambda$, as before. To first order the hopping correction is the extra term taken at this same $\kappa$:

$$\Delta=\frac{Dt\,\kappa^4a^2}{12}=\frac{1}{192\,\tau^3}\left(\frac aL\right)^2 .$$

For 600 s this is 0.053, an increase of about 5%. Diagonalizing the rate matrix for the 33 hops, with the first plane held at $C$ and the last at zero, gives a factor of 1.05.

The correction grows as $t^{-3}$ towards earlier times. At 300 s it is about 0.4, so the continuum flux quoted at that time is too low by a factor of roughly 1.5. The early law thus has a lower limit as well as an upper one. It needs $\Delta\ll1$, and $\Delta$ reaches 1 near 230 s in this example. These figures belong to the uniform hopping model. With the example's $D_0$ the implied attempt frequency $D_0/a^2$ is only about $10^{8}$ s$^{-1}$, far below a lattice vibration frequency of order $10^{13}$ s$^{-1}$. The quoted $D$ is therefore better read as an effective value, and in a real film the early-time correction depends on the actual jump mechanism and on any trapping.

The sink may also be less than perfect. Suppose copper leaves the exit face at a rate $kc(L,t)$ per unit area, where $k$ here is a velocity and not the Boltzmann constant. Near the exit, write an incoming profile and a reflected one, $e^{-\kappa(x-L)}+Be^{\kappa(x-L)}$. Equating the diffusive flux to the exit flux gives

$$D\kappa(1-B)=k(1+B),\qquad B=\frac{D\kappa-k}{D\kappa+k}.$$

The flux is $D\kappa(1-B)=2D\kappa\,k/(k+D\kappa)$. Compared with the perfect sink, for which it is $2D\kappa$, it is reduced, to leading order at large $\Lambda$, by the factor

$$\frac{1}{1+D\kappa/k}.$$

If leaving the face is as slow as one hop, $k=D/a$, the factor is $1/(1+0.303/0.894)=0.75$. A finite-volume solution of the diffusion equation with this exit condition, extrapolated from grids of 300 and 600 cells, gives 0.74. A slower interface reduces the flux further.

### Comparison with a real TiN barrier

Real TiN films are usually polycrystalline, often with columnar grains, and their copper diffusivity depends strongly on density, impurities and deposition method. The example's $D$ and $C$ are illustrative and do not describe a particular film. Its temperature is that of a stress anneal, above the roughly 670 K usual in interconnect processing, and 10 nm is thick beside the few nanometres of an advanced barrier. The assumption most plainly broken is a uniform $D$. Suppose 1% of the area has ten times the diffusivity, with the same $C$ and $L$. In that part $\Lambda=0.559$, and its flux per area is $\sqrt{10}\,e^{5.032}=484$ times larger, or 490 times with the next image included. The average flux then rises by a factor of $0.99+4.90=5.9$. This treats the regions as independent slabs, which is safe when they are wide compared with the diffusion length in either material, 2.1 nm and 6.7 nm here. A single grain boundary is narrower and would lose copper to the grains beside it. Doubling $D$ everywhere multiplies the flux by $\sqrt2\,e^{2.795}=23$, so an absolute prediction is far less certain than the diffusivity put into it.

Two further assumptions can be sized. The slab holds at most $CL=10^{13}$ cm$^{-2}$ of mobile copper, and the amount released by 600 s is far smaller still, while a 100 nm copper film holds roughly $8.5\times10^{17}$ cm$^{-2}$. Depletion of the film during this anneal is thus negligible, though this does not show that the interface keeps $c$ at $C$. On the exit side, the released amount corresponds to about 13 atoms per square micrometre. If the atoms cross independently, their number scatters by $1/\sqrt{12.9}=28\%$ from one such area to another. The formula gives the mean, and a device much smaller than a square micrometre will often have received no copper atom when the mean flux is already well defined.

All numerical values are calculated from the stated model.
